\section*{Why silicon is most resistive when slightly p-type}

\section*{Question}

I am stuck on an exercise about silicon at room temperature. It asks me to show that the resistivity is largest when the crystal is slightly p-type, and to find the net acceptor density that does this. The data are rough values for $300\ \mathrm{K}$: intrinsic density $n_i=1.0\times10^{10}\ \mathrm{cm^{-3}}$, electron mobility $\mu_n=1400\ \mathrm{cm^2/Vs}$ and hole mobility $\mu_p=450\ \mathrm{cm^2/Vs}$.

My first thought was that undoped silicon must be the most resistive. The product of electron and hole densities is fixed, $np=n_i^2$, so the sum $n+p$ is smallest when $n=p=n_i$. Any doping adds carriers, and more carriers should mean a lower resistivity. Where does this argument fail?

I also don't see how to get the acceptor density. In doped silicon I usually set $p\approx N_A$, but here the doping seems to be comparable with $n_i$. And would such a crystal be of any use in practice, or is the effect too delicate to see?

\section*{Answer}

Your statement about $n+p$ is correct. The step that fails is the last one: conductivity does not count carriers, it counts each carrier weighted by its mobility. Electrons in silicon are about three times as mobile as holes, so it can pay to have a few more carriers in total if fewer of them are electrons.

\subsection*{What is assumed}

The temperature is fixed and only the doping varies. The crystal is uniform, in the dark, in thermal equilibrium and electrically neutral. The mobilities are taken as independent of doping, which is checked below for the tiny densities involved. Let $q>0$ be the elementary charge and let
\begin{equation}
D=N_A^- - N_D^+
\end{equation}
be the density of ionized acceptors minus that of ionized donors. Positive $D$ means p-type. Three relations then hold:
\begin{align}
\sigma &= q\,(n\mu_n+p\mu_p), \label{sigma}\\
np &= n_i^2, \label{massaction}\\
p-n &= D. \label{neutral}
\end{align}
The first adds the two currents. Electrons and holes drift in opposite directions but carry opposite charges, so their currents have the same sign. The second is the equilibrium condition for non-degenerate carriers. The third is neutrality: the positive charges $p+N_D^+$ balance the negative charges $n+N_A^-$.

\subsection*{How the conductivity responds to doping}

Differentiate (\ref{massaction}) and (\ref{neutral}) with respect to $D$:
\begin{equation}
n\frac{dp}{dD}+p\frac{dn}{dD}=0,\qquad \frac{dp}{dD}-\frac{dn}{dD}=1 .
\end{equation}
The second equation gives $dn/dD=dp/dD-1$. Put this into the first:
\begin{equation}
(n+p)\frac{dp}{dD}=p ,
\end{equation}
so that
\begin{equation}
\frac{dp}{dD}=\frac{p}{n+p},\qquad \frac{dn}{dD}=-\frac{n}{n+p}. \label{response}
\end{equation}
An added acceptor therefore does two things: it creates part of a hole and removes part of an electron. The conductivity changes by
\begin{equation}
\frac{d\sigma}{dD}=q\left(\mu_n\frac{dn}{dD}+\mu_p\frac{dp}{dD}\right)
= q\,\frac{p\mu_p-n\mu_n}{n+p}. \label{slope}
\end{equation}

In intrinsic material $n=p$, and the slope is $q(\mu_p-\mu_n)/2$. This is negative when $\mu_n>\mu_p$. Each added acceptor then replaces half a fast electron by half a slow hole, and the conductivity falls. Intrinsic silicon is thus not the most resistive silicon, and the way to improve on it is to add acceptors.

The fall cannot continue. By (\ref{response}), $p$ rises and $n$ falls as $D$ grows, so the numerator $p\mu_p-n\mu_n$ in (\ref{slope}) increases steadily. It is negative for strong n-type doping, where $n$ is large and $p$ is small, and positive for strong p-type doping. It passes through zero once. The conductivity therefore has a single minimum, and the resistivity $\rho=1/\sigma$ a single maximum, where
\begin{equation}
p\,\mu_p=n\,\mu_n . \label{condition}
\end{equation}
At the maximum, electrons and holes each carry half of the current. Since holes are slower, there must be more of them: $p>n$. That is the proof that the crystal is p-type, in the sense $p>n$. A Hall measurement would not show it. With equal Hall factors the weak-field Hall coefficient has the sign of $p\mu_p^2-n\mu_n^2$, which at the maximum equals $n\mu_n(\mu_p-\mu_n)<0$.

\subsection*{The net acceptor density}

Write $b=\mu_n/\mu_p$. Condition (\ref{condition}) reads $p=bn$. Inserting this in $np=n_i^2$ gives $bn^2=n_i^2$, and hence
\begin{equation}
n_*=\frac{n_i}{\sqrt b},\qquad p_*=n_i\sqrt b . \label{np}
\end{equation}
Neutrality turns these into the required doping:
\begin{equation}
D_*=p_*-n_*=n_i\left(\sqrt b-\frac1{\sqrt b}\right)
=n_i\,\frac{\mu_n-\mu_p}{\sqrt{\mu_n\mu_p}} . \label{Dstar}
\end{equation}
The last form follows from $\sqrt b-1/\sqrt b=(b-1)/\sqrt b$ after multiplying numerator and denominator by $\mu_p$.

Since the two terms in (\ref{sigma}) are equal at the maximum, $\sigma_{\min}=2q\,n_*\mu_n=2q\,n_i\mu_n\sqrt{\mu_p/\mu_n}$, and
\begin{equation}
\rho_{\max}=\frac{1}{2q\,n_i\sqrt{\mu_n\mu_p}} . \label{rhomax}
\end{equation}

Now the numbers. The mobility ratio is $b=1400/450=3.111$, with $\sqrt b=1.764$. Then
\begin{align}
p_*&=1.764\times10^{10}\ \mathrm{cm^{-3}},\\
n_*&=0.567\times10^{10}\ \mathrm{cm^{-3}},\\
D_*&=(1.764-0.567)\times10^{10}\approx1.20\times10^{10}\ \mathrm{cm^{-3}} .
\end{align}
This is one net acceptor for about $4\times10^{12}$ silicon atoms. Setting $N_A\approx p$, as you would in ordinary doped silicon, would give $1.76\times10^{10}\ \mathrm{cm^{-3}}$, which is 47\,\% above the correct value. The electrons cannot be dropped from the neutrality condition here.

For the resistivity, $\sqrt{\mu_n\mu_p}=793.7\ \mathrm{cm^2/Vs}$, and
\begin{equation}
\rho_{\max}=\frac{1}{2(1.602\times10^{-19})(10^{10})(793.7)}
\approx3.93\times10^{5}\ \Omega\,\mathrm{cm}.
\end{equation}

\subsection*{How much is gained, and how sharp is the peak?}

Intrinsic silicon has $\rho_i=1/[q n_i(\mu_n+\mu_p)]=3.37\times10^5\ \Omega\,\mathrm{cm}$ with the same data. The ratio is
\begin{equation}
\frac{\rho_{\max}}{\rho_i}=\frac{\mu_n+\mu_p}{2\sqrt{\mu_n\mu_p}}=\frac{b+1}{2\sqrt b}=1.165 .
\end{equation}
It is the arithmetic mean of the mobilities divided by their geometric mean, so it is never below one. The total carrier density at the maximum is $n_*+p_*=n_i(b+1)/\sqrt b=2.33\times10^{10}\ \mathrm{cm^{-3}}$, compared with $2.00\times10^{10}\ \mathrm{cm^{-3}}$ in intrinsic material. There are about 17\,\% more carriers, as you expected, and yet the resistivity is about 17\,\% higher.

To find the range of doping that beats intrinsic silicon, set $p=xn_i$ and $n=n_i/x$. Equal conductivities require
\begin{equation}
\frac bx+x=b+1\quad\Longrightarrow\quad x^2-(b+1)x+b=(x-1)(x-b)=0 .
\end{equation}
The root $x=1$ is intrinsic material. The other, $x=b$, has $D=n_i(b-1/b)=2.79\times10^{10}\ \mathrm{cm^{-3}}$. Between these two dopings the resistivity exceeds $\rho_i$.

The top of the peak is flat. Put $p=p_*e^{u}$ and $n=n_*e^{-u}$, which keeps $np=n_i^2$. Because $p_*\mu_p=n_*\mu_n$, the conductivity becomes $\sigma=\sigma_{\min}\cosh u$. For small $u$ the doping changes by $\delta D\approx(p_*+n_*)u$, so
\begin{equation}
\frac{\sigma}{\sigma_{\min}}\approx1+\frac12\left(\frac{\delta D}{n_*+p_*}\right)^2 .
\end{equation}
A 1\,\% rise in conductivity needs $\delta D\approx\sqrt{0.02}\times2.33\times10^{10}\approx3.3\times10^{9}\ \mathrm{cm^{-3}}$, more than a quarter of $D_*$ itself.

Farther away the resistivity drops steeply:
\begin{center}
\begin{tabular}{rr}
$D$ ($\mathrm{cm^{-3}}$) & $\rho$ ($\Omega\,$cm)\\
$-10^{12}$ & $4.46\times10^3$\\
$-10^{10}$ & $2.45\times10^5$\\
$0$ & $3.37\times10^5$\\
$+10^{10}$ & $3.92\times10^5$\\
$+10^{11}$ & $1.33\times10^5$\\
$+10^{12}$ & $1.39\times10^4$
\end{tabular}
\end{center}
For $|D|\gg n_i$ one carrier type dominates, and $\rho\approx1/(q\mu_pD)$ on the p-type side or $1/(q\mu_n|D|)$ on the n-type side. The first and last rows therefore differ by a factor close to $b$.

\subsection*{Limiting cases and the Fermi level}

If the mobilities were equal, (\ref{Dstar}) would give $D_*=0$, and your original argument would be right. If holes were the faster carriers, $D_*$ would be negative and the most resistive crystal would be n-type. The result thus rests on $\mu_n>\mu_p$ and on nothing else peculiar to silicon. For $b\gg1$, $D_*\approx n_i\sqrt b\approx p_*$, and the shortcut $N_A\approx p$ becomes good again.

How well must the mobilities be known? From $\ln D_*=\ln n_i+\ln(b-1)-\frac12\ln b$,
\begin{equation}
\frac{d\ln D_*}{d\ln b}=\frac{b}{b-1}-\frac12=\frac{b+1}{2(b-1)}\approx0.97 .
\end{equation}
A small percentage error in $b$ or in $n_i$ gives about the same percentage error in $D_*$. With the rough data used here, $1.2\times10^{10}\ \mathrm{cm^{-3}}$ is as fine as the answer should be quoted, and for real silicon even the second digit is uncertain. For example, $n_i=9.65\times10^{9}\ \mathrm{cm^{-3}}$ with mobilities of $1450$ and $505\ \mathrm{cm^2/Vs}$ gives $1.07\times10^{10}\ \mathrm{cm^{-3}}$, while $n_i=10^{10}\ \mathrm{cm^{-3}}$ with $1500$ and $450\ \mathrm{cm^2/Vs}$ gives $1.28\times10^{10}\ \mathrm{cm^{-3}}$.

The hole density is $p=n_i\exp[(E_i-E_F)/kT]$, where $E_i$ is the Fermi level of intrinsic material. Setting $p=n_i\sqrt b$ gives
\begin{equation}
E_i-E_F=\tfrac12kT\ln b=14.7\ \mathrm{meV}\quad\text{at }300\ \mathrm K .
\end{equation}
This is a little more than half of $kT=25.85\ \mathrm{meV}$, which is what ``slightly p-type'' amounts to.

\subsection*{Is freeze-out a concern?}

$D$ counts ionized dopants, while a crystal grower counts atoms. Take boron with its level $0.045\ \mathrm{eV}$ above the valence band edge. With the energy zero at that edge and a level degeneracy of 4, the neutral fraction is approximately $4\exp[(0.045\ \mathrm{eV}-E_F)/kT]$. The Fermi level is near midgap, about $0.55\ \mathrm{eV}$, so the fraction is only about $10^{-8}$. Freeze-out is negligible because the Fermi level lies far above the acceptor level.

I tested the result numerically without assuming $np=n_i^2$ or full ionization. The calculation used Fermi--Dirac integrals for parabolic bands, effective densities of states of $3.0\times10^{19}\ \mathrm{cm^{-3}}$ in both bands, a gap of $1.128\ \mathrm{eV}$ chosen to reproduce $n_i$, and boron or phosphorus levels $0.045\ \mathrm{eV}$ deep. Neutrality was solved for the Fermi level, and the doping was varied to find the largest resistivity. The search gave $1.1969\times10^{10}\ \mathrm{cm^{-3}}$ and $3.9318\times10^5\ \Omega\,\mathrm{cm}$, the same printed digits as (\ref{Dstar}) and (\ref{rhomax}). Exchanging the two mobilities moved the optimum to $-1.1969\times10^{10}\ \mathrm{cm^{-3}}$. Letting the mobilities fall with doping, by a rough empirical law, shifted $D_*$ by a relative $2\times10^{-5}$ for an uncompensated crystal. The figure depends on the law chosen, between about $2\times10^{-7}$ and $2\times10^{-5}$. It grows with compensation, to at most a few times $10^{-4}$ for $2\times10^{12}\ \mathrm{cm^{-3}}$ additional ions, which is still negligible. The full list of values is in the numerical output below.

\subsection*{What matters in a real wafer}

\textbf{Residual doping.} The nearest real material is high-purity float-zone silicon for radiation detectors. The mobilities and $n_i$ used here are typical of it at room temperature, but its net doping is usually well above $D_*$. In the present model, a resistivity of $10^4\ \Omega\,\mathrm{cm}$ means a net density of about $1.4\times10^{12}\ \mathrm{cm^{-3}}$ if the crystal is p-type, or $4.5\times10^{11}\ \mathrm{cm^{-3}}$ if it is n-type. The assumption that $D$ can be set at will is therefore hard to meet in practice. At $D=10^{12}\ \mathrm{cm^{-3}}$ the model gives $1.39\times10^4\ \Omega\,\mathrm{cm}$, about 28 times below the maximum. If shallow dopants are the only fixed charges, reaching the peak requires acceptors and donors to cancel to within about $10^{10}\ \mathrm{cm^{-3}}$. Acceptor-like traps at $E_i$ with a density $N_t\gg n_i$ widen the range of shallow doping in which $\rho>\rho_i$, because their occupation adjusts. By the formula for $f$ in the next paragraph, the occupied fraction falls from $1/2$ at $p=n_i$ to $1/(1+b)=0.24$ at $p=bn_i$. The range therefore lies at net donor densities between $0.24N_t-2.79\times10^{10}\ \mathrm{cm^{-3}}$ and $0.5N_t$ (from $0.215N_t$ to $0.5N_t$ for $N_t=10^{12}\ \mathrm{cm^{-3}}$), and such a crystal needs donors in the right proportion to its traps.

\textbf{Deep traps.} Suppose there are also $N_t$ acceptor-like traps at $E_i$, with unit degeneracy factor and no effect on the mobilities. Their occupied fraction is
\begin{equation}
f=\frac{1}{1+e^{(E_i-E_F)/kT}}=\frac{n}{n+n_i},
\end{equation}
because $n=n_ie^{(E_F-E_i)/kT}$. The best $n$ and $p$ still follow from (\ref{condition}), and so does $\rho_{\max}$. The traps now supply part of the negative charge, so the shallow net acceptor density needed is $D_*-N_tf$. For $N_t=10^{10}\ \mathrm{cm^{-3}}$, $f=0.567/1.567=0.362$, and the requirement falls from $1.20\times10^{10}$ to $0.835\times10^{10}\ \mathrm{cm^{-3}}$. The numerical search with traps included confirmed this value and the unchanged peak resistivity.

\textbf{Temperature.} $D_*$ is proportional to $n_i$, which varies as $T^{3/2}e^{-E_0/2kT}$. With $E_0\approx1.2\ \mathrm{eV}$, the gap extrapolated linearly to $0\ \mathrm K$, $n_i$ rises by 8.6\,\% from 300 to $301\ \mathrm K$. At $310\ \mathrm K$ it is 2.2 times larger, and for the same $b$ the optimum has moved to $2.7\times10^{10}\ \mathrm{cm^{-3}}$. A doping can be optimal at one temperature only.

\textbf{Light.} Let each absorbed photon create one electron--hole pair, spread evenly through a wafer of thickness $t=0.5\ \mathrm{mm}$, with an effective lifetime $\tau=1\ \mathrm{ms}$. This value requires well-passivated faces. With a bulk lifetime of $1\ \mathrm{ms}$ and a surface recombination velocity of $10^5\ \mathrm{cm/s}$ on both faces, the effective lifetime is only about $9\ \mathrm{\mu s}$, and the flux found below is about 100 times larger. In the steady state, generation balances recombination, so an excess pair density $\Delta$ needs a photon flux $\Delta\,t/\tau$. For $\Delta=n_i$ this is
\begin{equation}
\frac{10^{10}\times0.05}{10^{-3}}=5\times10^{11}\ \mathrm{cm^{-2}\,s^{-1}} .
\end{equation}
That flux lowers the resistivity from $3.93\times10^5$ to $1.82\times10^5\ \Omega\,\mathrm{cm}$, so the measurement has to be made in the dark.

\textbf{Surface charge.} This effect can be large even for a wafer that has the ideal bulk doping. Its size depends strongly on the amount and sign of the charge assumed. Put $10^{10}$ positive charges per $\mathrm{cm^2}$ on one face of the same wafer. The whole wafer contains only $D_*t=6.0\times10^{8}$ net acceptors per $\mathrm{cm^2}$, far too few to balance them. Electrons must gather under the surface instead. If they balanced all of the charge, they would add a sheet conductance
\begin{equation}
q\mu_n\times10^{10}\ \mathrm{cm^{-2}}\approx2.2\times10^{-6}\ \mathrm{S}.
\end{equation}
Integrating the Poisson--Boltzmann equation, which also counts the repelled holes, gives $2.21\times10^{-6}\ \mathrm S$. The bulk contributes $t/\rho_{\max}=0.05/(3.93\times10^5)=1.27\times10^{-7}\ \mathrm S$. For current flowing along the wafer, with contacts that reach the electron layer and the bulk mobility kept at the surface, the layer conducts 17 times as well as the bulk. The apparent resistivity would be about 18 times too low, and a gain of 17\,\% would be lost to view.

So the answer to your last question has two parts. As a property of uniform, neutral silicon the maximum is well defined, and the doping formula is accurate for the given data. As a recipe it is hard to use: the gain over intrinsic material is small, and residual doping, temperature, light and surfaces can each change the resistivity by more than that gain.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough typical silicon values)
temperature: 300 K;  kT: 0.02585 eV
intrinsic density n_i: 1.00e+10 cm^-3
electron, hole mobility: 1400, 450 cm^2/Vs
band densities of states Nc = Nv: 3.0e+19 cm^-3
gap consistent with these: 1.128 eV
dopant level depth: 0.045 eV
RESULTS FROM THE FORMULAS
mobility ratio b: 3.1111;  sqrt(b): 1.7638
holes at maximum: 1.7638e+10 cm^-3
electrons at maximum: 5.6695e+09 cm^-3
net acceptor density D*: 1.1969e+10 cm^-3
maximum resistivity: 3.9318e+05 ohm cm
intrinsic resistivity: 3.3738e+05 ohm cm
ratio maximum/intrinsic: 1.1654
upper edge of window rho > rho_i: 2.7897e+10 cm^-3
Fermi level below intrinsic: 14.67 meV
silicon atoms per net acceptor: 4.2e+12
FULL STATISTICAL MODEL
best net doping found: 1.1969e+10 cm^-3
resistivity there: 3.9318e+05 ohm cm
electron share of current: 0.5000
best doping, mobilities swapped: -1.1969e+10 cm^-3
net acceptors (cm^-3) -> resistivity (ohm cm)
  -1e+12 -> 4.458e+03
  -1e+11 -> 4.401e+04
  -1e+10 -> 2.454e+05
  +0e+00 -> 3.374e+05
  +1e+10 -> 3.917e+05
  +1e+11 -> 1.333e+05
  +1e+12 -> 1.386e+04
NEGLECTED EFFECTS
neutral fraction of boron: 1e-08
degeneracy, relative change of np: 3e-10
doping-dependent mobility, shift of D*: 2e-05
extrapolated gap for n_i(T): 1.2 eV
rise of n_i from 300 to 301 K: 8.6 %
n_i(310 K)/n_i(300 K): 2.22
D* at 310 K, same b: 2.66e+10 cm^-3
midgap trap density: 1.0e+10 cm^-3
shallow acceptors then needed: 8.351e+09 cm^-3
wafer thickness: 0.5 mm
Debye length: 26.8 um
surface charge, one face: 1.0e+10 cm^-2
net acceptors per wafer area: 5.98e+08 cm^-2
bulk sheet conductance: 1.27e-07 S
added surface sheet conductance: 2.21e-06 S
surface/bulk conductance: 17.4
carrier lifetime for light estimate: 1.0 ms
absorbed photons for excess n_i: 5.0e+11 cm^-2 s^-1
resistivity under that light: 1.82e+05 ohm cm
\end{verbatim}
